# Spin-flip CIS for minimal-basis H2 and its missing spin partners

## Question

I am trying to understand spin-flip CIS (SF-CIS). One starts from the high-spin triplet determinant, flips one electron from $\alpha$ to $\beta$ in all possible ways, and diagonalizes the Hamiltonian in the resulting $M_S=0$ determinants. I have read that for H$_2$ in a minimal basis this is exact at all distances. I don't see why. The reference has the wrong spin for the ground state, its orbitals were never optimized for the singlet, and I am using only single excitations, yet the bond is supposed to break correctly.

I also tried CH$_2$ and got $\langle S^2\rangle$ values that are neither 0 nor 2. Apparently some "spin complements" are missing once there are closed shells. Which determinants are these, and why did H$_2$ not need them?

## Answer

"Exact" here can only mean equal to full CI in the chosen orbital basis. In that sense the H$_2$ claim is true for every finite $R>0$. The second claim needs a small correction: closed shells spoil the spin, but so do empty orbitals outside the open pair. Minimal-basis H$_2$ has neither.

### The matrix to diagonalize

I use Hartree atomic units, real orthonormal orbitals, and $(pq|rs)$ for the repulsion between the charge distributions $pq$ and $rs$. The reference $\Phi$ has closed orbitals $c$, two open orbitals $o$ holding $\alpha$ electrons, and empty orbitals $v$. The basis states are

$$|ia\rangle=a^\dagger_{a\beta}a_{i\alpha}\Phi,\qquad i\in\{c,o\},\quad a\in\{o,v\}.$$

Let $E_0=\langle\Phi|H|\Phi\rangle$ and $F^\sigma=h+J^\alpha+J^\beta-K^\sigma$, where $J$ and $K$ are the Coulomb and exchange matrices of the occupied orbitals of $\Phi$. There are four cases.

**Same $i$, same $a$.** Removing $i\alpha$ costs $-F^\alpha_{ii}$. The added $a\beta$ electron would feel $F^\beta_{aa}$ if $i\alpha$ were still there. It is not, so its Coulomb term $(ii|aa)$ must be subtracted. There is no exchange term to correct, because the spins differ. The result is $E_0+F^\beta_{aa}-F^\alpha_{ii}-(ii|aa)$.

**Same $i$, $a\ne b$.** One $\beta$ spin orbital differs, with phase $+1$. By the same argument the element is $F^\beta_{ab}-(ii|ab)$.

**Same $a$, $i\neq j$.** Now the phase matters:

$$a^\dagger_{j\alpha}a_{i\alpha}|ja\rangle=a^\dagger_{a\beta}a^\dagger_{j\alpha}a_{i\alpha}a_{j\alpha}\Phi=-a^\dagger_{a\beta}a^\dagger_{j\alpha}a_{j\alpha}a_{i\alpha}\Phi=-|ia\rangle .$$

The element is therefore minus the effective one-electron integral between $i$ and $j$. In $F^\alpha_{ij}$ the contributions of the electrons $i\alpha$ and $j\alpha$ themselves cancel between Coulomb and exchange, so their absence changes nothing. The new electron $a\beta$ adds $(ij|aa)$. The result is $-F^\alpha_{ij}-(ij|aa)$.

**Both differ.** Two electrons of opposite spin change orbital. Only the direct integral $(ij|ab)$ survives, and the same reordering gives a minus sign.

All four cases are contained in

$$\langle ia|H|jb\rangle=\delta_{ij}\delta_{ab}E_0+\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab).\tag{1}$$

### Why H$_2$ is exact

The minimal basis gives two orbitals, $g$ and $u$, and $\Phi=|g\alpha\,u\alpha\rangle$. The four flips are

- $u\to g$, giving $g^2$;
- $g\to u$, giving $u^2$;
- $g\to g$, giving $g\beta\,u\alpha$;
- $u\to u$, giving $g\alpha\,u\beta$.

One $\alpha$ and one $\beta$ electron in two orbitals have $2\times2=4$ determinants, and these are all of them. Diagonalizing $H$ in this space is full CI for $M_S=0$. That is the whole proof. It never uses the distance, the symmetry, or any optimization of the orbitals: another orthonormal pair spanning the same two functions gives the same four-dimensional space.

Your worry about single excitations is answered by the first two lines. Relative to $g^2$, the determinant $u^2$ is a double excitation, so CIS from the closed-shell reference omits it. Relative to the triplet, both are single flips and enter on an equal footing.

### The four energies

Write $J_{pq}=(pp|qq)$ and $K=(gu|gu)$. There are no $\beta$ electrons in $\Phi$, so

$$E_0=h_g+h_u+J_{gu}-K,\qquad F^\alpha_{gg}=h_g+J_{gu}-K,\qquad F^\beta_{gg}=h_g+J_{gg}+J_{gu},$$

and likewise with $g$ and $u$ exchanged. For $g^2$, equation (1) with $i=u$, $a=g$ gives

$$E_0+(h_g+J_{gg}+J_{gu})-(h_u+J_{gu}-K)-J_{gu}=2h_g+J_{gg}\equiv A .$$

Exchanging labels gives $B=2h_u+J_{uu}$ for $u^2$. For $g\to g$,

$$E_0+(h_g+J_{gg}+J_{gu})-(h_g+J_{gu}-K)-J_{gg}=h_g+h_u+J_{gu},$$

and $u\to u$ gives the same. The coupling inside each pair is $-(ug|gu)=-K$. Closed and open determinants do not mix, since they have opposite inversion parity. The two blocks are

$$\begin{pmatrix}A&-K\\-K&B\end{pmatrix},\qquad
\begin{pmatrix}h_g+h_u+J_{gu}&-K\\-K&h_g+h_u+J_{gu}\end{pmatrix}.$$

The second has the sum as eigenvector with energy $h_g+h_u+J_{gu}-K=E_0$. This is the $M_S=0$ triplet, degenerate with the reference as it must be. The difference is the ungerade singlet, at $h_g+h_u+J_{gu}+K$. The first block gives two gerade singlets,

$$E_\pm=\frac{A+B}{2}\pm\sqrt{\Big(\frac{A-B}{2}\Big)^2+K^2}.\tag{2}$$

**Numbers at $R=1.4$ bohr, STO-3G.** The integrals are $h_g=-1.252797$, $h_u=-0.475602$, $J_{gg}=0.674594$, $J_{uu}=0.697495$ and $K=0.181258$ hartree. Hence

$$A=-2.505594+0.674594=-1.831000,\qquad B=-0.951204+0.697495=-0.253709 .$$

The mean is $-1.042355$ and half the difference has magnitude $0.788646$. The root is $\sqrt{0.621962+0.032854}=0.809207$, so $E_-=-1.851562$. Adding the nuclear repulsion $1/R=0.714286$ gives $-1.137276$ hartree. RHF, which is $A+1/R$, gives $-1.116714$ hartree.

As a test, all four roots were compared with a full CI built in orthogonalized atomic orbitals, from 0.5 to 20 bohr. The largest difference was $6\times10^{-15}$ hartree, which is rounding error.

### Breaking the bond

Let $\chi_A,\chi_B$ be the two atomic orbitals and $U=(\chi_A\chi_A|\chi_A\chi_A)$. At large $R$ their overlap vanishes and $g,u=(\chi_A\pm\chi_B)/\sqrt2$. The charge distributions become

$$g^2,\,u^2\to\tfrac12(\chi_A^2+\chi_B^2),\qquad gu\to\tfrac12(\chi_A^2-\chi_B^2).$$

Two distant spherical charges repel as $1/R$, so

$$J_{gg},J_{uu},J_{gu}\to\tfrac12\Big(U+\frac1R\Big),\qquad K\to\tfrac12\Big(U-\frac1R\Big).$$

Each electron also feels the far proton, so $h_g,h_u\to E_{\rm H}-1/R$, where $E_{\rm H}$ is the atomic energy in this basis. Now $A=B$, and including the nuclear term $1/R$,

$$E_-+\frac1R\to2E_{\rm H}-\frac2R+\tfrac12\Big(U+\frac1R\Big)-\tfrac12\Big(U-\frac1R\Big)+\frac1R=2E_{\rm H}.$$

These are two neutral atoms. RHF lacks the $-K$ and ends too high by $K=\tfrac12(U-1/R)$, because half of $g^2$ describes an ion pair. With $U=0.774606$ hartree and $R=20$ bohr this error is $\tfrac12(0.774606-0.05)=0.362303$ hartree, as computed.

With $A=B$ the ground state contains $g^2$ and $u^2$ equally. The weight of $u^2$ grows from 0.013 at 1.4 bohr to 0.43 at 5 bohr and 0.50 at 20 bohr. The two upper singlets tend to $2E_{\rm H}+U-1/R$, the energy of the ion pair.

Exactness within the basis is still a modest property: $2E_{\rm H}=-0.9332$ hartree here, while two hydrogen atoms have $-1$ hartree.

### Which spin partners are missing

A spin eigenfunction generally needs several determinants with the same spatial occupations and different spin assignments. Go through the flips, with $x\ne y$ labelling the two open orbitals.

**$o\to o$.** The four determinants are those of the H$_2$ problem, with the closed shells as spectators. Nothing is missing.

**$c\to o_x$.** This gives $o_x^2\,c\beta\,o_y\alpha$. Its partner is $o_x^2\,c\alpha\,o_y\beta$. To reach that from $\Phi$ you must move $c\beta\to o_x\beta$ and flip $o_y\alpha\to o_y\beta$. It is a double excitation, so it is absent.

**$o_x\to v$.** This gives $o_y\alpha\,v\beta$. The partner $o_y\beta\,v\alpha$ needs $o_x\alpha\to v\alpha$ and $o_y\alpha\to o_y\beta$: again a double, again absent.

**$c\to v$.** Now four orbitals are singly occupied, and choosing which two carry $\alpha$ gives $\binom42=6$ determinants. The flip supplies the one with $\alpha$ on $o_1,o_2$. The other five are

- $\alpha$ on $c,o_1$; $c,o_2$; $v,o_1$; or $v,o_2$: four double excitations;
- $\alpha$ on $c,v$: a triple excitation, since the three spin orbitals $c\beta$, $o_1\alpha$, $o_2\alpha$ of $\Phi$ are replaced by $v\alpha$, $o_1\beta$, $o_2\beta$.

With $C$ closed and $V$ empty orbitals, SF-CIS has $(C+2)(V+2)$ determinants and lacks $2C+2V+5CV$ partners. For H$_2$ in the minimal basis $C=V=0$, and none are missing.

### What this does to the spin

At $M_S=0$, $S^2=S_-S_+$, or

$$S^2=\sum_{pq}a^\dagger_{p\beta}a_{p\alpha}a^\dagger_{q\alpha}a_{q\beta}.$$

Doubly occupied orbitals contribute nothing, because the creation operators find their places taken. Terms with $p=q$ return the determinant once for each unpaired $\beta$ electron. Terms with $p\neq q$ exchange the spins of one unpaired $\beta$ and one unpaired $\alpha$ electron, with coefficient $\pm1$. Hence:

- for $c\to o$ or $o\to v$, $S^2D=D\pm(\text{one missing partner})$;
- for $c\to v$, $S^2D=2D+(\text{four missing doubles, each with }\pm1)$.

Apart from the $o\to o$ open-shell pair, different flips have different spatial occupations, so there are no cross terms. In that pair the triplet is the normalized sum, because

$$S_-\Phi=|o_1o_1\rangle+|o_2o_2\rangle .$$

If $x_{11},x_{22}$ are the two amplitudes, the triplet weight is $(x_{11}+x_{22})^2/2$, and it counts with $S(S+1)=2$. For a normalized state with class weights $w$,

$$\langle S^2\rangle=(x_{11}+x_{22})^2+w_{CO}+w_{OV}+2w_{CV}.\tag{3}$$

The part of $S^2\Psi$ that leaves the SF space has squared norm

$$\|QS^2\Psi\|^2=w_{CO}+w_{OV}+4w_{CV},\tag{4}$$

where $Q$ projects onto the determinants outside it. An eigenfunction of $S^2$ has no such part. So an SF-CIS state can be spin-pure only if all three weights vanish.

The $c\to v$ determinant shows why $\langle S^2\rangle$ alone can mislead. It has $\langle S^2\rangle=2$, like a triplet. But the $M_S=0$ quintet is an equal-magnitude combination of all six determinants, so its weight is $1/6$. With singlet and triplet weights $p_0,p_1$,

$$p_0+p_1+\tfrac16=1,\qquad 2p_1+6\cdot\tfrac16=2,$$

which gives $p_1=\tfrac12$ and $p_0=\tfrac13$. It is only half triplet.

### Even the triplet partner is affected

In H$_2$ one root reproduced $E_0$. Does that survive? $S_-\Phi$ always lies in the SF space, so apply (1) to it, using $F^\beta_{pq}-F^\alpha_{pq}=\sum_o(po|oq)$. The components of $HS_-\Phi$ are

$$\begin{aligned}
o'\to o''&:\ \delta_{o'o''}E_0+F^\beta_{o'o''}-F^\alpha_{o'o''}-\sum_o(o'o|oo'')=\delta_{o'o''}E_0,\\
c\to o'&:\ -F^\alpha_{co'}-\sum_o(co|oo')=-F^\beta_{co'},\\
o'\to v&:\ F^\beta_{o'v}-\sum_o(o'o|ov)=F^\alpha_{o'v},\\
c\to v&:\ -\sum_o(co|ov).
\end{aligned}$$

For restricted open-shell (ROHF) orbitals the second and third lines vanish. Mixing $c$ with $o$ changes only the $\beta$ occupied space, so stationarity requires $F^\beta_{co}=0$; mixing $o$ with $v$ changes only the $\alpha$ space, so $F^\alpha_{ov}=0$. Mixing $c$ with $v$ changes both, and gives only $F^\alpha_{cv}+F^\beta_{cv}=0$. The last line is the difference $F^\alpha_{cv}-F^\beta_{cv}$, which need not vanish.

So with ROHF orbitals the triplet partner keeps the energy $E_0$ if either closed or empty orbitals are absent. With both present it generally does not.

### CH$_2$ as an example

Take CH$_2$ in STO-3G with CH distance 2.0 bohr and angle $130^\circ$, a chosen geometry used for all states. Here $C=3$ and $V=2$: SF-CIS has $5\times4=20$ determinants and lacks $6+4+30=40$ partners, 34 doubles and 6 triples.

The lowest root lies 0.0036 hartree below the reference, so the degeneracy of the triplet components is lost. Its $\langle S^2\rangle=1.9994$ looks almost perfect, but its weights are $w_{CO}=0.00001$, $w_{OV}=0.00018$ and $w_{CV}=0.00417$. Equation (4) gives $0.00019+4(0.00417)=0.0169$, which is not zero.

The next three states are singlet-like, with $\langle S^2\rangle=0.0004$, $0.012$ and $0.032$. For the last, $w_{CO}+w_{OV}=0.03084+0.00137=0.0322$ accounts for the contamination, mostly through $c\to o$.

Two controls separate the causes:

- **Closed shells only.** Deleting the empty orbitals of CH$_2$ restores the triplet partner, but the three singlet-like states among the lowest four still have $\langle S^2\rangle$ up to 0.033.
- **Empty orbitals only.** H$_2$ in 6-31G at 1.4 bohr has a ground state with $\langle S^2\rangle=0.012$, and its SF-CIS energy is 0.018 hartree above full CI in that basis. The SF space has 8 of the 16 determinants. Its energy, $-1.1338$ hartree, is even higher than the STO-3G value. That breaks no variational rule, since the SF space in one basis does not contain that of the other. These values depend on the basis: in cc-pVTZ $\langle S^2\rangle=0.0185$ and the error is 0.036 hartree.

### The cure, and what it does not cure

Add every determinant with the same spatial occupations as one already present. For CH$_2$ the space grows from 20 to 60. It is then closed under $S^2$, which commutes with $H$, so the eigenstates can be chosen spin-pure. The computed lowest four have $\langle S^2\rangle=2,0,0,0$ to the printed digits. Unlike the SF space, this completed space depends on how the two open orbitals are chosen. The $c\to v$ families have $o_1$ and $o_2$ singly occupied, and mixing $o_1$ with $o_2$ turns some of their determinants into ones with $o_1^2$ or $o_2^2$. The numbers below use the symmetry-adapted ROHF orbitals, one in the molecular plane and one out of it. Mixing the two by $45^\circ$ leaves SF-CIS unchanged but moves the completed gap from 0.0758 to 0.0747 hartree.

This repairs the spin, but recovers only part of the missing correlation: for these four states, between 0.6% and 23% of the SF-CIS energy error relative to full CI. The lowest singlet–triplet gap is

- SF-CIS: 0.0715 hartree (1.95 eV);
- spin-completed CI: 0.0758 hartree (2.06 eV);
- full CI in the same basis: 0.0724 hartree (1.97 eV).

The uncompleted method is closer to full CI here, through cancellation. Its triplet and singlet lie 0.0375 and 0.0367 hartree above their full-CI values, nearly the same error. Completion lowers the triplet by 0.0045 hartree but the singlet by only 0.0002, so the errors no longer match. One molecule in a minimal basis does not make this a rule, and none of these gaps is a prediction for real methylene. They are far from converged in the basis: in 6-31G with the carbon 1s frozen, the three gaps are 0.0568, 0.0594 and 0.0522 hartree, and the SF-CIS triplet and singlet errors, 0.0686 and 0.0732 hartree, match less well. The remaining values are in the numerical output below.

## Table of computed values

```
H2, STO-3G; energies in hartree, R in bohr
2 E_H = -0.933164 hartree; (AA|AA) = 0.774606 hartree
R | RHF | ground singlet | triplet | singlet u | upper singlet g | weight of u^2
 0.7 -0.837130 -0.846326 0.419645 0.746336 2.064414 0.0032
 1.4 -1.116714 -1.137276 -0.531808 -0.169292 0.481138 0.0127
 3.0 -0.885275 -0.985157 -0.900675 -0.430440 -0.331819 0.1529
 5.0 -0.686416 -0.934889 -0.932272 -0.356806 -0.353220 0.4272
10.0 -0.595971 -0.933164 -0.933164 -0.258558 -0.258558 0.4998
20.0 -0.570861 -0.933164 -0.933164 -0.208558 -0.208558 0.5000
RHF error at R = 20: 0.362303 hartree
largest |SF-CIS - full CI|, all R and roots: 6.3e-15 hartree
R = 1.4: h_g, h_u, J_gg, J_uu, J_gu, K, 1/R (hartree):
-1.252797 -0.475602 0.674594 0.697495 0.663564 0.181258 0.714286
H2, 6-31G, R = 1.4 bohr (empty orbitals only), ground state:
SF-CIS -1.133755, full CI -1.151679 hartree; SF <S^2> = 0.01162
CH2, STO-3G, CH = 2.0 bohr, angle = 130.0 degrees
closed 3, open 2, empty 2; ROHF triplet -38.429843 hartree
determinants: SF 20, completed 60, missing 40 (doubles 34, triples 6)
c->v determinant, singlet/triplet/quintet weights: 0.3333 0.5000 0.1667
largest |<c->v|H|S- Phi>| = 0.069417 hartree
SF triplet partner minus reference = -0.003628 hartree
SF-CIS: E - E_ref (hartree), <S^2>, weights OO CO OV CV
1: -0.003628 1.99937 0.99565 0.00001 0.00018 0.00417
2: 0.067865 0.00044 0.99956 0.00006 0.00038 0.00000
3: 0.101070 0.01173 0.98974 0.00790 0.00145 0.00092
4: 0.210896 0.03222 0.96778 0.03084 0.00137 0.00000
completed CI, then full CI: E - E_ref (hartree), <S^2>
1: -0.008135 2.00000 | -0.041170 2.00000
2: 0.067638 0.00000 | 0.031193 0.00000
3: 0.095044 0.00000 | 0.063434 0.00000
4: 0.198280 0.00000 | 0.155000 0.00000
lowest singlet-like minus lowest triplet-like state:
SF-CIS: 0.071494 hartree = 1.945 eV
completed CI: 0.075772 hartree = 2.062 eV
full CI: 0.072363 hartree = 1.969 eV
CH2 without empty orbitals, <S^2> of four lowest SF states:
2.00000 0.00009 0.00781 0.03252
```
